# Why 5d and 4f shells expand in a relativistic atom: a program that tests the result

```python
"""Why 5d and 4f shells expand in a relativistic atom (gold, Kohn-Sham LDA).

Result under test: contraction of s and p shells changes the Hartree potential by
    dV(r) = int_r^inf dQ(s)/s^2 ds,   dQ(s) = extra s,p electrons inside s,
and shifts a d or f level to first order by
    de = int P^2 dV dr = int dQ(s) N(s)/s^2 ds,  N(s) = int_0^s P^2 dr.
For a nodeless orbital the mean radius changes by 4 int g h / P^2 dr, with
    g = int_0^r P^2 (dV - de) ds,  h = int_0^r P^2 (<r> - s) ds.
P, Q: large and small radial functions; kappa: Dirac angular quantum number;
v: Kohn-Sham potential. Hartree atomic units; energies without rest energy.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve_triangular, block_diag
from scipy.constants import fine_structure, physical_constants
from pyscf.dft import libxc

Z = 79
C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
OCC = {0: [2, 2, 2, 2, 2, 1], 1: [6, 6, 6, 6], 2: [10, 10, 10], 3: [14]}
LETTER = "spdf"

# radial grid: Gauss-Legendre points in geometrically growing intervals
DEG, M, RBOX = 7, 10, 40.0
breaks = np.concatenate([[0.0], np.geomspace(1e-6, RBOX, 69)])
gx, gw = leggauss(M)
half = np.diff(breaks) / 2
r = ((breaks[:-1] + half)[:, None] + half[:, None] * gx).ravel()
W = (half[:, None] * gw).ravel()
leg = legvander(gx, M)
order = np.arange(M)
prim = np.empty((M, M))
prim[:, 0] = gx + 1
prim[:, 1:] = (leg[:, 2:] - leg[:, :-2]) / (2 * order[1:] + 1)
CUM = prim @ ((order + 0.5)[:, None] * leg[:, :M].T * gw)


def cum(f):
    """Integral of f from 0 to each grid point."""
    F = f.reshape(-1, M)
    total = (F @ gw) * half
    return ((F @ CUM.T) * half[:, None] + (np.cumsum(total) - total)[:, None]).ravel()


knots = np.concatenate([[0.0] * DEG, breaks, [RBOX] * DEG])
nspl = len(knots) - DEG - 1
spline = BSpline(knots, np.eye(nspl), DEG)
B_ALL, DB_ALL = spline(r), spline.derivative()(r)
cache = {}


def channel(kappa, rel):
    """Basis functions and potential-independent matrices."""
    if (kappa, rel) not in cache:
        l = kappa if kappa > 0 else -kappa - 1
        b = B_ALL[:, l + 1:-1]
        pi = DB_ALL[:, l + 1:-1] + kappa * b / r[:, None]
        S = b.T @ (W[:, None] * b)
        T = 0.5 * pi.T @ (W[:, None] * pi)
        scale = 1 / np.sqrt(np.diag(T + C**2 * S))
        metric = S
        if rel:
            metric = block_diag(S, T / (2 * C**2))
            scale = np.concatenate([scale, 1 / np.sqrt(np.diag(T))])
        cache[kappa, rel] = b, pi, T, metric, np.linalg.cholesky(metric), scale
    return cache[kappa, rel]


def solve(kappa, v, rel, count=None):
    """Lowest electron states, from the inverse of H + C^2 (well conditioned)."""
    b, pi, T, metric, L, d = channel(kappa, rel)
    n = b.shape[1]
    wv = (W * v)[:, None]
    H = b.T @ (wv * b)
    if rel:
        H = np.block([[H, T], [T, pi.T @ (wv * pi) / (4 * C**2) - T]])
    else:
        H = H + T
    A = (H + C**2 * metric) * np.outer(d, d)
    K = L.T @ (d[:, None] * np.linalg.solve(A, d[:, None] * L))
    mu, y = eigh((K + K.T) / 2)
    mu, y = mu[::-1][:count], y[:, ::-1][:, :count]
    coef = solve_triangular(L.T, y, lower=False)
    P = b @ coef[:n]
    Q = pi @ coef[n:] / (2 * C) if rel else np.zeros_like(P)
    return 1 / mu - C**2, P, Q


def shells(v, rel_l):
    """(n,l) -> occupation, j-averaged energy and density, list per kappa."""
    out = {}
    for l, occs in OCC.items():
        rel = l in rel_l
        kappas = [-(l + 1)] + ([l] if rel and l > 0 else [])
        sols = [solve(k, v, rel, len(occs)) for k in kappas]
        wt = np.abs(kappas) / np.sum(np.abs(kappas))
        for i, occ in enumerate(occs):
            js = [(s[0][i], s[1][:, i]**2 + s[2][:, i]**2) for s in sols]
            e = sum(w * a[0] for w, a in zip(wt, js))
            dens = sum(w * a[1] for w, a in zip(wt, js))
            out[i + l + 1, l] = (occ, e, dens, js)
    return out


def density(sh, ls=(0, 1, 2, 3)):
    return sum(s[0] * s[2] for (n, l), s in sh.items() if l in ls)


def hartree(D):
    return cum(D) / r + W @ (D / r) - cum(D / r)


def xc(D):
    rho = np.maximum(D / (4 * np.pi * r**2), 1e-12)
    res = libxc.eval_xc("LDA_X,LDA_C_VWN", rho, spin=0, deriv=1)
    return np.ravel(res[0]), np.ravel(res[1][0])


def scf(rel_l, x):
    """Self-consistency for x = r v with Anderson mixing."""
    X, F, beta = [], [], 0.3
    for _ in range(100):
        sh = shells(x / r, rel_l)
        D = density(sh)
        f = -Z + r * (hartree(D) + xc(D)[1]) - x
        if np.max(np.abs(f)) < 1e-6:
            return x / r, sh
        X, F = (X + [x])[-7:], (F + [f])[-7:]
        step = beta * f
        if len(X) > 1:
            dX = np.array([X[-1] - a for a in X[:-1]]).T
            dF = np.array([F[-1] - a for a in F[:-1]]).T
            theta = np.linalg.lstsq(dF, f, rcond=1e-10)[0]
            step = beta * (f - dF @ theta) - dX @ theta
        x = x + step
    raise AssertionError("self-consistency not reached")


def rmean(dens):
    return W @ (r * dens)


# solver against closed-form one-electron levels
for kappa in (-1, 1, -2, 2, -3, 3, -4):
    l = kappa if kappa > 0 else -kappa - 1
    n = l + 1
    gam = np.sqrt(kappa**2 - (Z / C)**2)
    exact = C**2 * (1 / np.sqrt(1 + (Z / C / (n - abs(kappa) + gam))**2) - 1)
    found = solve(kappa, -Z / r, True, 1)[0][0]
    assert abs(found / exact - 1) < 1e-5, (kappa, found, exact)
    if kappa < 0:
        found = solve(kappa, -Z / r, False, 1)[0][0]
        assert abs(found / (-Z**2 / (2 * n**2)) - 1) < 1e-7

# four self-consistent atoms and one fixed-potential Dirac calculation
start = -1 - (Z - 1) / (1 + 0.6 * Z**(1 / 3) * r)**2
v0, nr = scf((), start)
v1, full = scf((0, 1, 2, 3), r * v0)
_, only_sp = scf((0, 1), r * v0)
_, only_df = scf((2, 3), r * v0)
frozen = shells(v0, (0, 1, 2, 3))

# virial theorem of the nonrelativistic LDA atom
D0, D1 = density(nr), density(full)
exc0, vxc0 = xc(D0)
kin = sum(s[0] * s[1] for s in nr.values()) - W @ (D0 * v0)
virial = (2 * kin - Z * (W @ (D0 / r)) + 0.5 * W @ (D0 * hartree(D0))
          + 3 * W @ (D0 * (vxc0 - exc0)))
assert abs(virial / kin) < 1e-5
assert abs(W @ D0 - Z) < 1e-7 and abs(W @ D1 - Z) < 1e-7

# direct effect at fixed potential contracts all s and p shells
for key in nr:
    if key[1] < 2:
        assert rmean(frozen[key][2]) < rmean(nr[key][2]), key

# Hartree change from s and p shells, two ways
dD = density(full, (0, 1)) - density(nr, (0, 1))
dQ, dV = cum(dD), hartree(dD)
gauss = W @ (dQ / r**2) - cum(dQ / r**2)
assert np.max(np.abs(gauss - dV)) < 1e-5 * np.max(np.abs(dV))
assert dV.min() > -1e-6
dV_df = hartree(density(full, (2, 3)) - density(nr, (2, 3)))
dV_xc = xc(D1)[1] - vxc0
dV_frozen = hartree(density(frozen, (0, 1)) - density(nr, (0, 1)))

print(f"Gold atom Z = {Z}, c = {C:.4f} a.u., 1 hartree = {EV:.4f} eV")
print(f"virial sum / kinetic energy (nonrel.) = {virial / kin:.1e}")
print("s,p shells: <r> nonrel, <r> rel (bohr), change %; shift of 5d, 4f (hartree)")
for (n, l), s in nr.items():
    if l < 2:
        ra, rb = rmean(s[2]), rmean(full[n, l][2])
        part = hartree(s[0] * (full[n, l][2] - s[2]))
        on_d, on_f = (W @ (nr[k][2] * part) for k in ((5, 2), (4, 3)))
        print(f" {n}{LETTER[l]}: {ra:.4f} {rb:.4f} {100 * (rb / ra - 1):+.2f}%;"
              f" {on_d:+.4f} {on_f:+.4f}")
print("radius (bohr), dQ (electrons), dV from s,p (hartree)")
for rad in (0.05, 0.2, 0.5, 1.0, 2.0, 4.0):
    print(f" {rad:.2f} {np.interp(rad, r, dQ):+.4f} {np.interp(rad, r, dV):+.4f}")
low = np.argmin(dQ)
print(f"smallest dQ = {dQ[low]:+.2e} electrons at r = {r[low]:.3g} bohr")

for n, l in ((5, 2), (4, 3)):
    name, i, key = f"{n}{LETTER[l]}", n - l - 1, (n, l)
    e, P, _ = solve(-(l + 1), v0, False)
    p = P[:, i]
    r0 = rmean(p**2)
    gap = e[i] - e
    gap[i] = np.inf
    r_row = P.T @ (W * r * p)

    def first_order(dv):
        row = P.T @ (W * dv * p)
        return np.array([row[i], 2 * np.sum(row * r_row / gap)])

    def change(sh):
        return np.array([sh[key][1] - e[i], rmean(sh[key][2]) - r0])

    sp = first_order(dV)
    # energy from extra charge times probability inside
    assert abs(W @ (dQ * cum(p**2) / r**2) / sp[0] - 1) < 1e-5
    # finite differences of re-diagonalized levels and radii
    lam = 1e-3
    ends = []
    for sign in (1, -1):
        ee, PP, _ = solve(-(l + 1), v0 + sign * lam * dV, False, i + 1)
        ends.append(np.array([ee[i], rmean(PP[:, i]**2)]))
    slope = (ends[0] - ends[1]) / (2 * lam)
    assert np.all(np.abs(slope / sp - 1) < 1e-3), (slope, sp)
    if i == 0:  # nodeless orbital: closed formula for the expansion
        g = cum(p**2 * (dV - sp[0]))
        h = cum(p**2 * (r0 - r))
        ok = p**2 > 1e-8 * np.max(p**2)
        closed = 4 * np.sum((W * g * h)[ok] / p[ok]**2)
        assert abs(closed / sp[1] - 1) < 1e-3, (closed, sp[1])
        print(f"4f: nodeless formula d<r> = {closed:+.5f} bohr, min g = {g.min():+.1e}")

    direct, actual = change(frozen), change(full)
    df, xcpart = first_order(dV_df), first_order(dV_xc)
    total = direct + sp + df + xcpart
    assert np.all(direct < 0), direct
    assert np.all(sp > 0), sp
    assert np.all(change(only_sp) > 0)
    assert np.all(actual > 0), actual
    assert abs(total[0] - actual[0]) < 0.25 * sp[0], (total, actual)

    print(f"{name} nonrel: energy {e[i]:.4f} hartree, <r> {r0:.4f} bohr;"
          " changes (hartree, bohr):")
    rows = [("direct, fixed potential", direct), ("s,p Hartree, first order", sp),
            ("d,f Hartree, first order", df), ("exch.-corr., first order", xcpart),
            ("sum of the four", total), ("actual self-consistent", actual),
            ("s,p Hartree, unrelaxed s,p", first_order(dV_frozen)),
            ("SCF, only s,p relativistic", change(only_sp)),
            ("SCF, only d,f relativistic", change(only_df))]
    for label, val in rows:
        print(f" {name} {label}: {val[0]:+.4f} {val[1]:+.5f}")
    print(f" {name} s,p Hartree shift = {sp[0] * EV:+.2f} eV;"
          f" actual <r> change = {100 * actual[1] / r0:+.2f} %")
    (e_hi, d_hi), (e_lo, d_lo) = full[key][3]
    print(f" {name} j=l+1/2: {e_hi:.4f} hartree, {rmean(d_hi):.4f} bohr;"
          f" j=l-1/2: {e_lo:.4f} hartree, {rmean(d_lo):.4f} bohr")

print("success")
```

Output:

```
Gold atom Z = 79, c = 137.0360 a.u., 1 hartree = 27.2114 eV
virial sum / kinetic energy (nonrel.) = 3.2e-10
s,p shells: <r> nonrel, <r> rel (bohr), change %; shift of 5d, 4f (hartree)
 1s: 0.0192 0.0169 -12.01%; +0.0000 +0.0000
 2s: 0.0808 0.0705 -12.72%; +0.0039 +0.0020
 3s: 0.2039 0.1834 -10.04%; +0.0075 +0.0487
 4s: 0.4492 0.4071 -9.36%; +0.0131 +0.1839
 5s: 1.0264 0.9267 -9.71%; +0.0358 +0.1920
 6s: 3.3126 2.8368 -14.36%; +0.0463 +0.0595
 2p: 0.0682 0.0637 -6.63%; +0.0041 +0.0017
 3p: 0.1942 0.1841 -5.18%; +0.0115 +0.0656
 4p: 0.4532 0.4324 -4.59%; +0.0193 +0.2686
 5p: 1.1184 1.0695 -4.37%; +0.0555 +0.2456
radius (bohr), dQ (electrons), dV from s,p (hartree)
 0.05 +0.6902 +11.9421
 0.20 +0.6710 +2.4521
 0.50 +0.5688 +0.7275
 1.00 +0.6267 +0.2433
 2.00 +0.1498 +0.0445
 4.00 +0.1155 +0.0063
smallest dQ = -1.52e-13 electrons at r = 29.8 bohr
5d nonrel: energy -0.3047 hartree, <r> 1.5803 bohr; changes (hartree, bohr):
 5d direct, fixed potential: -0.0738 -0.08687
 5d s,p Hartree, first order: +0.1969 +0.21810
 5d d,f Hartree, first order: -0.0916 -0.09110
 5d exch.-corr., first order: +0.0046 +0.00495
 5d sum of the four: +0.0361 +0.04507
 5d actual self-consistent: +0.0415 +0.04380
 5d s,p Hartree, unrelaxed s,p: +0.2676 +0.29886
 5d SCF, only s,p relativistic: +0.0518 +0.07555
 5d SCF, only d,f relativistic: -0.0150 -0.03258
 5d s,p Hartree shift = +5.36 eV; actual <r> change = +2.77 %
 5d j=l+1/2: -0.2406 hartree, 1.6589 bohr; j=l-1/2: -0.2972 hartree, 1.5720 bohr
4f: nodeless formula d<r> = +0.02629 bohr, min g = -1.4e-15
4f nonrel: energy -3.4868 hartree, <r> 0.4868 bohr; changes (hartree, bohr):
 4f direct, fixed potential: -0.1666 -0.00751
 4f s,p Hartree, first order: +1.0676 +0.02629
 4f d,f Hartree, first order: -0.4126 -0.00765
 4f exch.-corr., first order: +0.0111 +0.00045
 4f sum of the four: +0.4995 +0.01159
 4f actual self-consistent: +0.4991 +0.01246
 4f s,p Hartree, unrelaxed s,p: +1.4396 +0.03406
 4f SCF, only s,p relativistic: +0.3931 +0.01243
 4f SCF, only d,f relativistic: +0.1105 -0.00011
 4f s,p Hartree shift = +29.05 eV; actual <r> change = +2.56 %
 4f j=l+1/2: -2.9276 hartree, 0.5023 bohr; j=l-1/2: -3.0678 hartree, 0.4953 bohr
success
```
